Q. You claim that two integrals over a circular-dichroism spectrum at the L2,3 edges measure ground-state moments of a d shell. A spectrum depends on every final state and its energy. How can the ground state alone come out?

A. Through closure. I use Hartree atomic units and a one-electron model: a full 2p core, split by its spin–orbit coupling into j = 3/2 (the L3 edge) and j = 1/2 (the L2 edge), and d states |f⟩ with occupations n_f that do not respond to the core hole. The light travels along z. A photon with angular momentum q along z is absorbed, in the electric-dipole approximation, through the operator r C_q, where

C_+ = −(r̂_x + i r̂_y)/√2,  C_− = (r̂_x − i r̂_y)/√2,  C_0 = r̂_z.

The cases q = ±1 are the two circular polarizations of that beam. The case q = 0 is light polarized linearly along z, which needs a second beam travelling perpendicular to z. The golden rule gives

σ_q(ω) = 4π²α ω Σ_c Σ_f (1 − n_f) |⟨f| r C_q |c⟩|² δ(ε_f − ε_c − ω).

Divide by 4π²αω and integrate over one edge. The δ function disappears, and all energies with it. Now assume that the final states are pure d and that a single radial integral R = ∫ P_d r P_2p dr serves all of them and both edges. With the hole matrix h = Σ_f (1 − n_f)|f⟩⟨f| and the projector P_j = Σ_c |c⟩⟨c| on the core states of the edge,

I_q^j = R² Σ_f (1 − n_f) ⟨f| C_q P_j C_q† |f⟩ = R² Tr[h C_q P_j C_q†].

The integral must cover all holes and the two edges must not overlap. What remains is a fixed 10×10 matrix on the d shell, traced with h = 1 − ρ, where ρ is the ground-state density matrix. I write ΔI^j = I_+^j − I_−^j, I = Σ_qj I_q^j, n_h = Tr h, and I measure intensities in units of R².

Q. The projectors P_j carry Clebsch–Gordan coefficients. I expect a mess.

A. They can be avoided. In the p shell l·s = [j(j+1) − 2 − 3/4]/2, which is +1/2 for j = 3/2 and −1 for j = 1/2. A projector is the linear function of l·s that is 1 on one value and 0 on the other:

P_3/2 = (2/3)(1 + l·s),  P_1/2 = (1 − 2 l·s)/3.

Two combinations are simple:

P_3/2 + P_1/2 = 1,
P_3/2 − 2P_1/2 = (2/3 − 2/3) + (2/3 + 4/3) l·s = 2 l·s.

The sum of the edges is blind to spin. The combination L3 − 2 L2 is the one from which the spin-independent part cancels.

Q. Then I need the angular matrix elements, with their signs.

A. With Condon–Shortley phases Y_1μ = √(3/4π) C_μ, so C_q acting on a p state is a product of two C's. With P₂ = (3cos²θ − 1)/2,

C_+C_+ = ½ sin²θ e^(2iφ),  C_+C_0 = −sinθ cosθ e^(iφ)/√2,
C_0C_0 = 1/3 + (2/3)P₂,  C_+C_− = −½ sin²θ = −1/3 + (1/3)P₂.

Insert Y_22 = √(15/32π) sin²θ e^(2iφ), Y_21 = −√(15/8π) sinθ cosθ e^(iφ), Y_20 = √(5/4π) P₂ and Y_00 = 1/√(4π), and multiply by √(3/4π):

C_+|1,1⟩ = √(2/5) |2,2⟩,
C_+|1,0⟩ = C_0|1,1⟩ = √(1/5) |2,1⟩,
C_0|1,0⟩ = (2/√15) |2,0⟩ + (1/√3) |0,0⟩,
C_+|1,−1⟩ = C_−|1,1⟩ = (1/√15) |2,0⟩ − (1/√3) |0,0⟩.

The products with C_− in place of C_+ give the same positive coefficients for m = −2 and −1. Every p→d amplitude is therefore non-negative and equals √a_q(m), with a_q(m) = |⟨2m|C_q|1,m−q⟩|². For m = 2, 1, 0, −1, −2 the list gives a_+ = 2/5, 1/5, 1/15, 0, 0, the mirror image for a_−, and a_0 = 0, 1/5, 4/15, 1/5, 0. These values are reproduced by

a_+ = (m+1)(m+2)/30,  a_− = (m−1)(m−2)/30,  a_0 = (4 − m²)/15.

Since C_q shifts m by a fixed amount, C_q C_q† is diagonal on the d shell with entries a_q(m).

Q. And the orbital moment?

A. Add and subtract:

a_+ + a_− + a_0 = (2m² + 4 + 8 − 2m²)/30 = 2/5,
a_+ − a_− = 6m/30 = m/5.

So I = (2/5) n_h and ΔI^3/2 + ΔI^1/2 = (1/5) Tr[h l_z]. The operator l_z is traceless on the shell, so Tr[h l_z] = Tr[l_z] − Tr[ρ l_z] = −⟨L_z⟩, where ⟨L_z⟩ belongs to the electrons. The ratio removes R²:

(ΔI^3/2 + ΔI^1/2)/I = −⟨L_z⟩/(2 n_h).

With m_orb = −⟨L_z⟩ μ_B, the orbital moment along the photon axis is 2n_h times the ratio. The sign has a plain meaning: a photon with q = +1 is absorbed best into empty states of positive m, and an excess of holes at positive m means that the electrons carry negative L_z. Only P_3/2 + P_1/2 = 1 was used, so this rule holds however the six core states are mixed among themselves.

Q. The photon does not act on spin. I doubt that the other combination gives anything clean.

A. The core spin–orbit coupling ties the spin to the p orbital that the photon selects. The operator needed is

B = C_+ (2 l·s) C_+† − C_− (2 l·s) C_−†,  2 l·s = 2 l_z s_z + l_+ s_− + l_− s_+,

with l acting in the p shell. Take the diagonal part first, with σ = ±1 for spin up and down. The state |2m⟩ is reached from p state m − 1 by C_+ and from m + 1 by C_−:

⟨mσ|B|mσ⟩ = σ[(m−1) a_+(m) − (m+1) a_−(m)]
= σ (m² − 1)[(m+2) − (m−2)]/30 = (2/15)(m² − 1) σ.

For the spin-flip part use ⟨1,μ+1|l_+|1,μ⟩ = √((1−μ)(2+μ)) and ⟨↓|s_−|↑⟩ = 1. The C_+ term has μ = m − 1:

√a_+(m+1) · √((2−m)(1+m)) · √a_+(m) = (1/30) √[(m+2)(m+3)(2−m)(m+1)(m+1)(m+2)]
= (m+1)(m+2) √((2−m)(3+m))/30.

The C_− term has μ = m + 1:

√a_−(m+1) · √((−m)(3+m)) · √a_−(m) = (1/30) √[m(m−1)(−m)(3+m)(m−1)(m−2)]
= m(m−1) √((2−m)(3+m))/30.

The roots are taken with the right sign because (m+1)(m+2) and m(m−1) are non-negative for integer m, and they vanish just where the intermediate p state does not exist. Since (m+1)(m+2) − m(m−1) = 4m + 2,

⟨m+1,↓|B|m,↑⟩ = (2m+1) √((2−m)(3+m))/15.

The l_− s_+ term is the adjoint. Compare with the d-shell operator {l_z, l·s} − 2s_z, the braces being an anticommutator. Its diagonal is 2m(mσ/2) − σ = (m² − 1)σ. Its spin-flip element is (m + m + 1) · ½ √((2−m)(3+m)), the root being ⟨2,m+1|l_+|2,m⟩. Both match B with the factor 2/15:

B = (2/15)({l_z, l·s} − 2 s_z).

Q. That is not the spin. So the rule fails?

A. It is the spin plus a term that measures the quadrupole moment of the spin density. Define the magnetic dipole operator

t = s − 3 r̂ (r̂·s),  t_a = −3 Σ_b Q_ab s_b,  Q_ab = r̂_a r̂_b − δ_ab/3.

Q has to be expressed through l on the d shell. With x = cosθ and integrals from 0 to 1, the mean of x² is

|m| = 2: ∫(1−x²)² x² / ∫(1−x²)² = (8/105)/(8/15) = 3/21,
|m| = 1: ∫x⁴(1−x²) / ∫x²(1−x²) = (2/35)/(2/15) = 9/21,
m = 0: ∫(3x²−1)² x² / ∫(3x²−1)² = (44/105)/(4/5) = 11/21,

that is (11 − 2m²)/21. Because r̂_z² conserves m, this is an operator identity, Q_zz = (4 − 2l_z²)/21 = −(2/21)(l_z² − 2). Any unit vector n may serve as the z axis, so Σ n_a n_b Q_ab = −(2/21) Σ n_a n_b (½{l_a,l_b} − 2δ_ab) for all n. Two symmetric tensors with the same quadratic form are equal:

Q_ab = −(2/21)(½{l_a,l_b} − 2δ_ab).

Then t_z = (2/7)(½{l_z, l·s} − 2s_z), or 7t_z = {l_z, l·s} − 4s_z, and

B = (2/15)(7t_z + 4s_z − 2s_z) = (2/15)(2s_z + 7t_z).

Both s_z and t_z are linear in the spin and hence traceless, so hole values are minus electron values. Dividing by I = (2/5)n_h,

(ΔI^3/2 − 2ΔI^1/2)/I = −(2⟨S_z⟩ + 7⟨T_z⟩)/(3 n_h).

With g = 2 the spin moment is m_spin = −2⟨S_z⟩ μ_B. What 3n_h times the ratio measures is m_eff = −(2⟨S_z⟩ + 7⟨T_z⟩) μ_B. The name "spin sum rule" is accurate only where ⟨T_z⟩ vanishes or is known.

Q. Give me a case where I can see both rules without algebra.

A. Take one hole in |m = 2, ↑⟩. It can be filled only from |1,1,↑⟩, which is pure j = 3/2, and only by q = +1. So I_+^3/2 = 2/5 is the whole intensity and both ratios equal 1. The electrons have L_z = −2, which gives −(−2)/2 = 1. They have S_z = −1/2, and since t_z on the hole state is ½(1 − 3·3/21) = 2/7 they have T_z = −2/7, which gives −(−1 − 2)/3 = 1. Two thirds of the spin signal is T_z here. At the other extreme, five electrons filling the spin-down half shell have a spherical spin density, L_z = T_z = 0, equal and opposite dichroism at the two edges, and a spin ratio 5/15 = 1/3.

The same algebra gives the isotropic branching. From Σ_q (m − q) a_q = (2/5)m − m/5 = m/5 we get Σ_q C_q l_z C_q† = l_z/5. The sum over q equals Σ_a r̂_a(…)r̂_a, which singles out no axis, so the relation holds for each component of l, and Σ_q C_q (2 l·s) C_q† = (2/5) l·s. Because P_3/2 = (2 + 2 l·s)/3, the L3 share of I is 2/3 − ⟨l·s⟩/(3n_h), with ⟨l·s⟩ summed over the electrons.

Q. Is T_z more than a curiosity when the valence spin–orbit coupling is weak?

A. It needs no valence spin–orbit coupling, only a spin density with a quadrupole moment along the beam. An aspherical shape alone is not enough: three parallel spins in xy, xz and yz of a cubic ion have an aspherical density but no quadrupole moment, and T vanishes. Take a model d⁷ ion with H = V_cf + Δ s·n + ξ l·s, where n is the direction of both the magnetization and the light, Δ = 0.08 Ha, ξ = 0.002 Ha (54 meV), and tetragonal levels xz, yz at 0, xy at 0.01, z² at 0.04 and x²−y² at 0.05 Ha. With Δ > 0 the majority spin points along −n and the moment along +n. At ξ = 0 the five majority levels lie at or below 0.01 Ha and the minority levels start at 0.04 Ha, so the minority pair xz, yz is filled and n_h = 3. For collinear spins and ξ = 0 only the diagonal of t_n counts, which from the means above is 7t_n = (m² − 2)σ, with m counted about n. The full majority shell gives zero. For n = z both minority electrons have |m| = 1 and 7T_z = −2. For n = x, xz has |m| = 1 and yz has |m| = 2, so 7T_x = −1 + 2 = +1, and likewise 7T_y = +1. Against m_spin = 3 μ_B, m_eff is 5 μ_B along z and 2 μ_B along x.

For ξ = 0.002 Ha the 10×10 matrix is diagonalized numerically, the seven lowest states are filled, and the squared dipole elements from the six core states to the three empty states are added up. For n = z the holes lie at 0.0499, 0.0800 and 0.0901 Ha, and

L3: I_+ = 0.42446, I_− = 0.20513, I_0 = 0.18221,
L2: I_+ = 0.04225, I_− = 0.26144, I_0 = 0.08450,

with I = 1.2, ΔI^3/2 = 0.21934 and ΔI^1/2 = −0.21919 (differences taken before rounding). Then

m_orb = 6 × 0.00015/1.2 = 0.00075 μ_B,
m_eff = 9 × (0.21934 + 2 × 0.21919)/1.2 = 9 × 0.5481 = 4.933 μ_B.

The occupied states have ⟨L⟩ = −0.00075, ⟨S⟩ = −1.49920 and 7⟨T⟩ = −1.93442, so m_spin = 2.998 μ_B and 2.998 + 1.934 = 4.933 to rounding. For n = x, ΔI^3/2 = 0.14192 and ΔI^1/2 = −0.06654:

m_orb = 6 × 0.07538/1.2 = 0.377 μ_B,
m_eff = 9 × 0.2750/1.2 = 2.062 μ_B,

with ⟨L⟩ = −0.3769, m_spin = 2.994 μ_B and 7⟨T⟩ = 0.932. The L3 shares follow from ⟨l·s⟩ = −0.08855 and −0.35281: 2/3 + 0.08855/9 = 0.6765 for z and 2/3 + 0.35281/9 = 0.7059 for x.

Q. Why is the orbital moment so different for the two axes?

A. To first order in ξ only the spin-conserving term (ξ/2) l_n among minority states changes ⟨L_n⟩, by −ξ Σ |⟨u|l_n|o⟩|²/(ε_u − ε_o) over occupied o and empty u. The operator l_z links xz with yz, both filled, and xy with x²−y², both empty, so the first order is zero. For l_x = −i(y∂_z − z∂_y) we have l_x(xz) = −i xy, with weight 1, and l_x(yz) = −i(y² − z²), with total weight m² = 4. Since y² − z² = −½(x² − y²) − ½(2z² − x² − y²) and the function x² − y² has twice the norm of yz, weight 1 goes to x²−y² and 3 to z². Hence ⟨L_x⟩ ≈ −0.002 (1/0.01 + 3/0.04 + 1/0.05) = −0.39, and higher orders bring it to −0.377.

Q. Can T be removed?

A. At ξ = 0, with a gap between filled and empty levels and the spin saturated along each axis in turn, the orbitals and their occupations do not depend on the axis a, T_a = −3⟨Q_aa s_a⟩, and Σ_a Q_aa = 0 gives T_x + T_y + T_z = 0. The mean of m_eff over three perpendicular axes is then m_spin, as in (5 + 2 + 2)/3 = 3. If the occupations have cubic symmetry the three are equal and each vanishes.

For ξ ≠ 0 the first-order change is

δT_a = 2ξ Re Σ_ou ⟨o|t_a|u⟩⟨u|l·s|o⟩/(ε_o − ε_u).

Between real orbitals Q is real and l is imaginary, so a term survives only if its spin factor is imaginary. Spin-conserving pairs have the real factor s_a s_a and drop out. For a flip from ↓ to ↑, with b and c perpendicular to a, the Pauli matrices give ⟨↓|s_b|↑⟩⟨↑|s_c|↓⟩ = (δ_bc − i ε_abc)/4, and the opposite flip gives the complex conjugate. What remains is δT_a = Σ_bc ε_abc M_abc, where M_abc is a sum of ⟨φ_o|Q_ab|φ_u⟩⟨φ_u|l_c|φ_o⟩ with energy denominators that are the same for every a. A single δT_a is in general of first order in ξ. In the sum over a, M is symmetric in a, b and ε antisymmetric, so the first order cancels and ΣT_a = O(ξ²). This expansion needs a gap between filled and empty levels that is large against ξ. In a partly filled degenerate shell any ξ > 0 lets the occupied orbitals follow the axis. For cubic d⁷ (t2g at 0, e_g at 0.04 Ha) the two minority electrons take one |m| = 1 and one |m| = 2 state about every axis, so 7T_a → +1 for each a as ξ → 0 and the mean m_eff is 2 μ_B against m_spin = 3 μ_B. For cubic d⁶ it is 5 μ_B against 4 μ_B. The angular average does not remove T there. In the model, going from ξ = 10⁻⁵ Ha to half of it reduces the change of T_z by the factor 2.000 and the sum by 3.999.

Second order does not mean negligible. At ξ = 0.002 Ha, 7ΣT_a = −0.0708, as large as the single changes, which are +0.066 for z and −0.068 for x and y. Pure first order would make the x change minus half of the z change. The mean m_eff is (4.933 + 2 × 2.062)/3 = 3.019 μ_B against a mean m_spin of 2.996 μ_B, an excess of 0.0708/3 = 0.024 μ_B or 0.8% of m_spin.

Q. I_0 needs another geometry. May I replace it by the mean of I_+ and I_−?

A. The error can be written down. Since a_+ + a_− − 2a_0 = (2m² + 4 − 16 + 4m²)/30 = (m² − 2)/5, the edge-summed intensities obey

(3/2)(I_+ + I_−) − I = ½(I_+ + I_− − 2I_0) = (Tr[h l_z²] − 2n_h)/10.

It vanishes when the hole charge has no quadrupole moment along the beam. In the model Tr[h l_n²] is 7.999 for z and 5.001 for x, so the replaced denominator is 1.1666 I and 0.9167 I. Both moments would come out 14% too small along z and 9% too large along x, relative to the values from the rules.

Q. The 2p1/2 and 2p3/2 orbitals are not the same radial function. What does that do?

A. Let the L2 edge carry the weight 1 + ε, with ε = (R_1/2/R_3/2)² − 1. Write D = Tr[h l_z]/5, X = Tr[hB], I = (2/5)n_h and J = (2/5)Tr[h l·s]. From P_1/2 = (1 − 2 l·s)/3 the unweighted L2 edge has dichroism (D − X)/3 and isotropic intensity (I − J)/3. Adding ε times these, with the coefficients 1 and −2 of the two rules,

orbital ratio = [D + ε(D − X)/3]/N,  spin ratio = [X − 2ε(D − X)/3]/N,  N = I + ε(I − J)/3.

To first order in ε and for J ≪ I the D terms cancel between numerator and denominator, and with X = (2/15) m_eff the apparent orbital moment shifts by 2n_h(−εX/3)/I = −(2/9) ε m_eff. The spin signal leaks into the orbital rule.

For the size of ε take the n = 2 Dirac–Coulomb states of a point charge Z = 22 (Zα = 0.1605), with κ = 1 for 2p1/2 and κ = −2 for 2p3/2. With total energy c²W the radial equations are

G′ + κG/r = [c(1+W) + Zα/r] F,  F′ − κF/r = [c(1−W) − Zα/r] G.

Functions r^γ e^(−λr) times a linear polynomial, with γ = √(κ² − Z²α²) and λ = c√(1 − W²), turn them into six linear equations for four coefficients. These have one solution at W = [1 + Z²α²/(2 − |κ| + γ)²]^(−1/2), found numerically as the null vector. The splitting is ΔE = 0.396 Ha (10.8 eV). With ∫(G² + F²)dr = 1, a normalized Slater orbital P_d ∝ r³e^(−ζr), ζ = 2 bohr⁻¹, and numerical quadrature of R_j = ∫G r P_d dr, the results are R_1/2 = 0.02470 and R_3/2 = 0.02520 bohr, against 0.02536 bohr without relativity, and ε = −0.039. This is an estimate of the size of ε only. A bare point charge and a single Slater function are crude, so the R_j themselves should not be taken for those of a real ion, and the small-component terms and the j dependence of the d orbital are dropped.

For n = z, D = 0.00015, X = (2/15)(4.933) = 0.6577 and J = 0.4 × 0.08855 = 0.0354. Then ε(D − X)/3 = 0.00858 and N = 1.2 − 0.03913 × 1.1646/3 = 1.1848, so the apparent values are m_orb = 6 × 0.00873/1.1848 = 0.044 μ_B and m_eff = 4.87 μ_B. The true 0.00075 μ_B is swamped, while m_eff falls by 1.4% of itself. For n = x, m_orb goes from 0.377 to 0.394 μ_B and m_eff from 2.062 to 2.047 μ_B. Integrating σ instead of σ/ω acts in the same way: for an L3 edge placed at 26 Ha (707 eV), L2 gains the weight ΔE/ω = 0.015, of opposite sign to this ε.

Q. And if the edges are not pure j?

A. A one-electron picture of core–valence exchange is a term V = b s_z on the core. In first order an upper state |c⟩ acquires P_1/2 V|c⟩/ΔE, while mixing inside the group of four leaves its projector alone, so

δP_3/2 = (b/ΔE) K,  K = P_3/2 s_z P_1/2 + P_1/2 s_z P_3/2,  δP_1/2 = −δP_3/2.

The sum of the projectors is still 1, so the orbital rule and I are exact for any b. The combination P_3/2 − 2P_1/2 changes by 3δP_3/2, and the spin numerator by 3(b/ΔE) Tr[h(C_+KC_+† − C_−KC_−†)]. With |3/2,½⟩ = √(2/3)|0↑⟩ + √(1/3)|1↓⟩ and |½,½⟩ = √(1/3)|0↑⟩ − √(2/3)|1↓⟩, s_z has the element √2/3 between them, so K has the diagonal values 2(√2/3)(√2/3) = 4/9 on |0↑⟩ and −4/9 on |1↓⟩. K is odd under time reversal, which gives +4/9 on |−1↑⟩, and it is zero on the stretched state |1↑⟩. For the ξ = 0 holes along z, all spin up with m = 2, −2, 0, the trace is 0 − (2/5)(4/9) + (1/15)(4/9) = −4/27, and

δm_eff = 9 × 3 (b/ΔE)(−4/27)/1.2 = −(10/3) b/ΔE.

For b = 0.01 Ha this is −0.084 μ_B. With ξ = 0.002 Ha the first-order formula gives m_eff = 4.848 μ_B and diagonalization of the core Hamiltonian 4.847 μ_B, which is 1.7% below 4.933. Along x the value is 2.042 μ_B, 1.0% below 2.062. This b (b/ΔE = 0.025) is only illustrative, and the 2p exchange of a real 3d ion can be several times larger. With b = 0.04 Ha the value along z is 4.58 μ_B, 7% low. The error scales as 1/ΔE, so in this model the spin rule degrades as the core splitting shrinks. Multiplet effects of an interacting core hole lie outside the model.

Q. You dropped the |0,0⟩ terms. A p electron can also go to an s state.

A. They were written down above: amplitude −1/√3 for q = ±1 and +1/√3 for q = 0, with a radial integral R_s beside R_d. For the edge sum, the s–s dichroism is 1/3 − 1/3 = 0 and the d–s term is (1/√15)(−1/√3) for both helicities, so it cancels. The orbital numerator is untouched. The isotropic s–s weight is 3 × 1/3 = 1, and the d–s term is (2 − 1 − 1)/√45 = 0. The denominator becomes (2/5)R_d² n_h + R_s² n_h,s, with n_h,s the number of s holes.

In the spin numerator C_+ reaches |0,0⟩ only from μ = −1 and C_− only from μ = +1, so the ladder terms drop and B_ss = (1/3)(−2s_z) − (1/3)(2s_z) = −(4/3)s_z. Per unit of spin this is −5(R_s/R_d)² times the d coefficient 4/15. For the cross term,

⟨2,0,↑|B|0,0,↑⟩ = (1/√15)(−1)(−1/√3) − (1/√15)(+1)(−1/√3) = 2/(3√5),
⟨2,1,↓|B|0,0,↑⟩ = √(1/5) · √2 · (−1/√3) = −√(2/15).

The same elements of t_z follow from t_z = −2P₂ s_z − (3/2) r̂_z(r̂_+ s_− + r̂_− s_+) with r̂_+ = r̂_x + i r̂_y = −√2 C_+. They are −⟨2,0|P₂|0,0⟩ = −1/√5 and (3/2)√2 ⟨2,1|C_0C_+|0,0⟩ = (3/2)√(2/15). Both pairs, and their time-reversed partners, stand in the ratio −2/3, so B_ds = −(2/3) t_z, weighted by R_d R_s. This term is linear in R_s/R_d and acts only where the empty states mix s with d_z² (or with m = ±1 of opposite spin). A cubic site without valence spin–orbit coupling forbids that mixing, and a tetragonal site allows it.

All numerical values are calculated from the stated model.
